# Why a climbing image settles on a first-order saddle

## Result

Let $V(x)$ be a potential energy surface, $F=-\nabla V$ the true force, and $\tau$ the unit tangent of an elastic band at its highest image. The climbing image feels the true force with its tangential part reversed, and no spring force:

$$F_c = F-2(F\cdot\tau)\tau = RF,\qquad R=I-2\tau\tau^T .$$

Let the Hessian $H$ of $V$ be nonsingular at the point considered, let the tangent vary continuously with the image positions near that point, and let the image relax along its force, $dx/ds=F_c$, with $s$ a fictitious time. Then:

1. $F_c=0$ holds if and only if $F=0$, whatever the tangent.
2. If $H$ has exactly one negative eigenvalue at a stationary point and $\tau$ is the corresponding eigenvector, the point attracts the climbing image.
3. If a stationary point attracts the image in the linearized motion, $H$ has exactly one negative eigenvalue there, whatever the tangent.
4. The attraction in item 2 survives any angle below 45° between $\tau$ and the unstable mode.

A vanishing climbing force alone therefore does not prove a saddle: it vanishes at minima too. The saddle is selected by stability.

In surface growth the saddle may be the one between a weakly bound precursor and a chemisorbed species. If the molecules are thermalized and desorb from the precursor much faster than they react, the saddle energy, measured from the free molecule, enters the sticking rate through a Boltzmann factor.

## Stationary points

Since $\tau^T\tau=1$,

$$R^2=I-4\tau\tau^T+4\tau(\tau^T\tau)\tau^T=I .$$

$R$ is also symmetric, so $|F_c|^2=F^TR^2F=|F|^2$. This proves item 1. A poor tangent may prevent convergence, but it cannot shift the point at which $F_c$ vanishes.

The same identity turns a force threshold into an error estimate. Let $|F_c|\le\epsilon$ near a critical point $x_*$, and let $m$ be the smallest $|\lambda|$ among the eigenvalues $\lambda$ of $H$. To leading order the displacement $y=x-x_*$ obeys $F=-Hy$. Hence $|y|\le\epsilon/m$, and the energy error is $\tfrac12|y^THy|=\tfrac12|F^TH^{-1}F|\le\epsilon^2/(2m)$.

## Linearized motion

The tangent depends on the positions of the climbing image and its neighbours. Suppose it varies continuously near the stationary band. Then

$$F_c=R(\text{band})\,[-Hy+o(|y|)]=-R_*Hy+\text{terms of higher order},$$

where $R_*$ belongs to the stationary band. A change of $R$ multiplies a force that is already of first order, so it contributes nothing at first order. Writing $R$ for $R_*$,

$$\frac{dy}{ds}=Jy,\qquad J=-RH .$$

Displacing a neighbour while the climber stays at $x_*$ changes $R$ but leaves $F=0$. To first order the climber is thus independent of the other images.

### Aligned tangent

Let $Hv=-av$ and $Hu_i=b_iu_i$, with $a,b_i>0$ and orthonormal vectors. For $\tau=v$ we have $Rv=-v$ and $Ru_i=u_i$, so

$$Jv=-R(-av)=-av,\qquad Ju_i=-b_iu_i .$$

Every displacement decays, which proves item 2. Ordinary descent would give growth at rate $a$ along $v$; the reflection changes that sign and leaves the others alone.

With two negative eigenvalues and $\tau$ along one of their modes, the other mode still grows. Following a negative mode is therefore not enough to make a higher-order saddle attracting.

At a minimum, $H$ is positive definite and $RH$ is similar to the symmetric matrix $H^{1/2}RH^{1/2}$. This matrix has as many negative eigenvalues as $R$, namely one. So $J=-RH$ has one growing mode, and the climber leaves a minimum for any tangent.

### Converse for any tangent

Suppose that all eigenvalues of $J$ have negative real parts. Then every eigenvalue $\mu$ of $M=RH$ has a positive real part. For $0\le t\le1$ define

$$M_t=(1-t)M+tI .$$

Its eigenvalues $(1-t)\mu+t$ also have positive real parts, so $M_t$ is nonsingular. Multiplication by the nonsingular $R$, with $R^2=I$, gives

$$RM_t=(1-t)H+tR .$$

This matrix is symmetric and nonsingular for every $t$ in the interval. Its real eigenvalues vary continuously from those of $H$ at $t=0$ to those of $R$ at $t=1$, and none can cross zero. Since $R$ has one negative eigenvalue, $-1$ along $\tau$, so does $H$. This proves item 3.

## How accurate must the tangent be?

Choose the sign of $\tau$ so that $\tau=cv+su$, with $c=\cos\theta\ge0$, $s=\sin\theta\ge0$ and $u$ a unit vector orthogonal to $v$. In this section $s$ denotes the sine; the fictitious time appears only through a dot, $\dot y=Jy$.

Write $H=S|H|$, where $S=I-2vv^T$ and $|H|$ has the eigenvalues $a,b_i$. As a measure of the error take

$$L=\tfrac12y^T|H|y .$$

It is positive for $y\ne0$. With $w=|H|y$,

$$\dot L=y^T|H|\dot y=-y^T|H|RS|H|y=-w^TRSw .$$

In the basis $(v,u)$, using $1-2c^2=-\cos2\theta$, $1-2s^2=\cos2\theta$ and $2cs=\sin2\theta$,

$$RS=\begin{pmatrix}-\cos2\theta&-\sin2\theta\\-\sin2\theta&\cos2\theta\end{pmatrix}\begin{pmatrix}-1&0\\0&1\end{pmatrix}
=\begin{pmatrix}\cos2\theta&-\sin2\theta\\\sin2\theta&\cos2\theta\end{pmatrix}.$$

The antisymmetric part drops out of $w^TRSw$. Outside this plane $RS$ is the identity. Therefore

$$\dot L\le-\cos2\theta\,|w|^2\le-2m\cos2\theta\,L .$$

The last step, valid for $\theta<45°$, uses $|w|^2=y^T|H|^2y\ge m\,y^T|H|y=2mL$. The error decays, which proves item 4. Because $L$ does not contain $\tau$, the argument also covers a tangent that changes during the relaxation, provided that its angle stays below a fixed value smaller than 45°.

In two dimensions the limit is sharp. With $H=\mathrm{diag}(-a,b)$,

$$RH=\begin{pmatrix}a\cos2\theta&-b\sin2\theta\\a\sin2\theta&b\cos2\theta\end{pmatrix},$$

$$\operatorname{tr}(RH)=(a+b)\cos2\theta,\qquad \det(RH)=ab .$$

The determinant is positive, so both eigenvalues have positive real parts exactly when the trace is positive, that is, for $\theta<45°$. At 45° they are $\pm i\sqrt{ab}$: the linearized image moves on a closed ellipse around the saddle and does not converge to it.

In more dimensions 45° is sufficient but not necessary. Take dimensionless curvatures $(-1,1,9)$ and a tangent 48° from the first axis, with equal components on the other two. Numerical diagonalization of $RH$ gives a smallest real part of 0.16, so this saddle still attracts.

## Scheme

Let $x_0,\ldots,x_{N-1}$ be the images, with fixed ends in two minima. Define $d_+=x_{i+1}-x_i$ and $d_-=x_i-x_{i-1}$. Where the energy rises or falls monotonically through image $i$, the tangent points along the difference vector to the neighbour of higher energy. At a local extremum the two vectors are weighted by energy differences, which keeps the tangent direction continuous when the energy order changes.

```
relax the band without climbing; c = highest interior image
repeat
    compute V and F for all interior images
    for each interior image i
        if V[i-1] < V[i] < V[i+1]:   t = d_plus
        elif V[i-1] > V[i] > V[i+1]: t = d_minus
        else:
            p = abs(V[i+1]-V[i]);  q = abs(V[i-1]-V[i])
            big = max(p,q);  small = min(p,q)
            if V[i+1] > V[i-1]: t = big*d_plus + small*d_minus
            else:               t = small*d_plus + big*d_minus
        t = t/norm(t)
        if i == c: G[i] = F[i] - 2*dot(F[i],t)*t
        else:      G[i] = F[i] - dot(F[i],t)*t
                          + k*(norm(d_plus)-norm(d_minus))*t
    x[i] = x[i] + h*G[i] for all interior i
until the largest norm(G[i]) is below the threshold
verify the index of H at x[c] and where its two downhill paths end
```

Each iteration needs $N-2$ energy and force evaluations. The vector work is proportional to $Nd$ for $d$ coordinates per image. Climbing adds no force evaluation and needs no Hessian. A final Hessian from central force differences costs $2d$ further force evaluations.

### Step length

An explicit step $h$ multiplies an error mode by $1-h\mu$, with $\mu$ an eigenvalue of $RH$. The condition

$$|1-h\mu|^2=1-2h\,\mathrm{Re}\,\mu+h^2|\mu|^2<1$$

gives $h<2\,\mathrm{Re}\,\mu/|\mu|^2$ for every mode. For an aligned tangent this becomes $h<2/\max|\lambda|$.

A misaligned tangent can tighten the limit. In two dimensions, when the eigenvalues form a complex pair, $2\,\mathrm{Re}\,\mu=(a+b)\cos2\theta$ and $|\mu|^2=ab$, so

$$h<\cos2\theta\left(\frac1a+\frac1b\right).$$

The allowed step shrinks to zero as $\theta$ approaches 45°. A small misalignment acts the other way when $a\ne b$: while the eigenvalues are real, their product $ab$ is fixed and their sum falls, so the larger one decreases and the limit rises. The limit lies below the aligned value only once $\cos2\theta\,(1/a+1/b)<2/\max(a,b)$. The other images set limits of their own. On a straight chain, for example, the springs have stiffnesses $2k(1-\cos q)\le4k$, where $q$ is the phase advance per image, so $h<1/(2k)$ suffices for them.

## Example: activated dissociative adsorption

The model has two coordinates, the bond length $r$ of a molecule and its height $z$ above a surface, with the Euclidean metric in $(r,z)$. In Hartree atomic units the molecular and dissociated states have energies

$$U_m=\tfrac12(0.06)(r-2)^2+0.004\left[(1-e^{-0.6(z-6)})^2-1\right],$$

$$U_d=-0.03+\tfrac12(0.06)(r-4)^2+\tfrac12(0.04)(z-2.5)^2 .$$

A coupling $W=0.02$ mixes them, and the ground surface is the lower eigenvalue of the two-state matrix:

$$V=\frac{U_m+U_d}{2}-\sqrt{\left(\frac{U_m-U_d}{2}\right)^2+W^2} .$$

For $r=2$ and $z\to\infty$, $U_m\to0$ and $U_d\to\infty$, so $V\to0$. Energies are thus measured from the free molecule. The parameters are round values and represent no particular material.

A band of nine images, with $k=0.05$ and $h=1.5$, started on the straight line between the two minima. It made 4000 steps without climbing and 8000 with climbing. The final band is, in atomic units:

| Image | $r$ | $z$ | $V$ |
|---|---|---|---|
| 0, precursor | 2.008 | 5.841 | −0.0052 |
| 1 | 2.024 | 5.287 | −0.0045 |
| 2 | 2.140 | 4.744 | −0.0006 |
| 3 | 2.449 | 4.284 | 0.0108 |
| 4, climber | 2.856 | 3.909 | 0.0258 |
| 5 | 3.191 | 3.605 | 0.0084 |
| 6 | 3.504 | 3.279 | −0.0132 |
| 7 | 3.782 | 2.923 | −0.0267 |
| 8, chemisorbed | 3.993 | 2.523 | −0.0311 |

The molecule first approaches with little stretching; near the saddle the bond opens while the height falls.

### Stability at the saddle

Central differences of the gradient at the climber give, in hartree/bohr²,

$$H=\begin{pmatrix}-0.1145&0.1433\\0.1433&-0.0658\end{pmatrix},\qquad \lambda=-0.2354,\ 0.0552 .$$

There is one negative eigenvalue. Both diagonal elements are negative, so the curvatures along $r$ and $z$ separately would not reveal the index.

The unstable mode is $(0.764,-0.645)$ and the band tangent is $(0.737,-0.676)$, an angle of 2.3°. Differentiating the climbing force numerically, with the tangent free to follow the image, gives

$$J=\begin{pmatrix}-0.1526&0.0780\\0.1016&-0.1370\end{pmatrix}\ \text{hartree/bohr}^2,$$

with eigenvalues $-0.2342$ and $-0.0555$. Both are negative and close to the aligned values $-a=-0.2354$ and $-b=-0.0552$. The trace formula gives $-(0.2354+0.0552)\cos4.66°=-0.2896$, in agreement with the trace of $J$, the sum $-0.2897$ of its eigenvalues, within rounding.

At $h=1.5$ the slower error is multiplied by $1-1.5(0.0555)=0.917$ per step. A tenfold reduction takes $\ln10/|\ln0.917|$, about 27 steps. This is the rate of the climber alone; the other images have rates of their own, and the band as a whole can converge more slowly.

The effect of misalignment appears when a single image is released $10^{-4}$ bohr from the saddle, with a fixed tangent and $h=0.5$. At 0° and 40° it returns to the saddle within rounding error in 4000 steps. At 50° it moves more than 0.5 bohr away.

For the aligned tangent the step limit is $2/0.2354=8.5$ bohr²/hartree. At 0.95 of this limit the image converges. At 1.05 it is still up to 0.075 bohr from the saddle during the last 200 of 4000 steps. Linear growth by a factor 1.1 per step would have carried it much farther, so terms beyond the linearization limit the motion.

### Barrier and sticking

The saddle lies 0.0258 hartree, or 0.70 eV, above the free molecule. From the precursor the barrier is

$$0.0258-(-0.0052)=0.0310\ \text{hartree}=0.84\ \text{eV}.$$

Desorption from the precursor costs 0.0052 hartree, much less than reaction. At 900 K, $k_BT=0.00285$ hartree. The Boltzmann part of the ratio of reaction to desorption is $\exp[-(0.0310-0.0052)/0.00285]$, about $1\times10^{-4}$. The well is only $0.0052/0.00285=1.8\,k_BT$ deep at this temperature, so thermalization in the precursor is not assured; the number only shows the size of the Boltzmann factor of the saddle measured from the free molecule.

Before climbing, the highest image had the energy 0.0219 hartree. It missed 0.0039 hartree, or 0.11 eV, of the barrier. Used as the barrier height, it would make the Boltzmann factor too large by $\exp(0.00389/0.00285)=3.9$. This is an error of spatial resolution: the top of the path lay between images.

These factors are not sticking probabilities. A prediction would also need prefactors, the incident energy distribution, energy loss to the surface and a potential computed for a real system.

## Failure modes

**The optimizer bypasses the stability selection.** Near a critical point, a Newton step for $F_c=0$ is

$$\Delta x=-J^{-1}F_c=(H^{-1}R)(RF)=H^{-1}F .$$

The reflection has cancelled. Such a step can converge to a minimum or to a saddle of any index. A small residual from an optimizer that approximates it needs a separate check of the Hessian index.

**Inertia can destabilize a misaligned climber.** For $\ddot y+\gamma\dot y+RHy=0$, a mode $e^{pt}$ obeys $p^2+\gamma p+\mu=0$. At the border of stability $p=i\omega$, so $\omega^2=\mathrm{Re}\,\mu$ and $\gamma\omega=-\mathrm{Im}\,\mu$. For $\mathrm{Re}\,\mu>0$, strong damping is stable, and stability persists while $\gamma^2\,\mathrm{Re}\,\mu>(\mathrm{Im}\,\mu)^2$. An aligned tangent has real $\mu$ and needs only $\gamma>0$; a complex pair needs a finite damping.

**The tangent is too coarse.** If the path bends strongly between neighbours of the climber, their difference vectors can point far from the unstable mode. More images near the top, or a tangent taken from a computed lowest mode, address this.

**The saddle belongs to another process.** The stability argument is local and does not show which minima the saddle connects. Small displacements along $\pm v$, followed by ordinary descent, determine this. If the path has several maxima, one climber locates one of them, and the others need their own.

**The Hessian is singular.** Free translations or a flat adsorption coordinate give zero eigenvalues. Item 1 still holds, but the linear stability results do not apply until such directions are removed or the higher-order terms are examined.
